\section*{Local Convergence of the Roothaan Iteration and the Hartree--Fock Energy Hessian, part 3}

We study the local convergence of the closed-shell Hartree--Fock iteration, in atomic units with real orthonormal orbitals. Write $(pq|rs)$ for the Coulomb integral of $\phi_p\phi_q$ with $\phi_r\phi_s$, $J_{pq}=(pp|qq)$ and $X_{pq}=(pq|pq)$. The Roothaan step $\Phi(D)$ is the projector on the $n$ lowest eigenvectors of $F(D)=h+G(D)$,
\begin{equation}
G(D)_{pq}=\sum_{rs}\big[\,2(pq|rs)-(pr|qs)\,\big]D_{rs},
\label{eq:G}
\end{equation}
Near a fixed point $D_0$, $\delta=D-D_0$ has occupied and virtual blocks $\delta_{oo},\delta_{vv}$ and $\kappa_{ai}=\delta_{ai}$ ($i$ occupied, $a$ virtual). The diagonal matrix $\Omega$ holds $\Omega_{ai}=\varepsilon_a-\varepsilon_i\ge\Omega_{\min}>0$. For projectors $\delta F_{ai}=(K\kappa)_{ai}$ at first order, with $K$ symmetric. The new projector commutes with the Fock matrix, so $\kappa'_{ai}=-\delta F_{ai}/\Omega_{ai}$ and
\begin{equation}
\kappa'=\kappa-\Omega^{-1}(\Omega+K)\,\kappa=\kappa-(4\Omega)^{-1}\nabla E .
\label{eq:grad}
\end{equation}
With $y=\Omega^{1/2}\kappa$, $y'=-My+r(y)$, where $M=\Omega^{-1/2}K\Omega^{-1/2}$ has eigenvalues $\lambda_1\le\dots\le\lambda_m$ and $r$ is second order. If all $|\lambda_\nu|<1$, $|y|$ contracts. Otherwise let $y_u$ be the part with $|\lambda_\nu|>1$ and $y_s$ the rest: in a small cone $|y_s|\le\gamma|y_u|$, $|r|\le\epsilon|y_u|$ and $y_u$ grows. The energy is
\begin{equation}
E(\kappa)=E_0+2\,\kappa^T(\Omega+K)\,\kappa+O(\kappa^3)=E_0+2\,y^T(1+M)\,y+O(y^3),
\label{eq:E2}
\end{equation}
with Hessian $H=4(\Omega+K)$. By Sylvester's law of inertia
\begin{equation}
\#\{\text{negative eigenvalues of }H\}=\#\{\nu:\lambda_\nu<-1\}.
\label{eq:inertia}
\end{equation}
Thus $\lambda>1$ means oscillation at a minimum only if also $\lambda_1>-1$. For each pair
\begin{equation}
\lambda_1\ \le\ \frac{3(ai|ai)-(aa|ii)}{\Omega_{ai}}\ \le\ \lambda_m
\label{eq:pair}
\end{equation}

H$_2$ in STO-3G at $6$ bohr has $\Omega=0.18266$, $K=0.44142$ hartree and $\lambda=2.41662$. Its even and odd orbitals are $g,u$; the program prints $h_{uu}-h_{gg}$ as dh and $X_{gu}$ as Kgu.

The square is H$_4$ in STO-3G, side $2$ bohr, atoms on the $x$ and $y$ axes, with $\phi_s=(1,1,1,1)/2$, $\phi_t=(1,-1,1,-1)/2$, $d_1=(1,0,-1,0)/\sqrt2$ and $d_2=(0,1,0,-1)/\sqrt2$. Its saddle, found with the reflections $x\to-x$, $y\to-y$ imposed, occupies $d_1$ and $\phi_s'=\cos\eta\,\phi_s+\sin\eta\,\phi_t$. There $E_0=-1.707360$ hartree, and the unstable mode has $\Omega=0.25475$, $K=-0.39357$, $\Omega+K=-0.13882$ hartree and $\lambda=-1.54494$. Below, $c=\cos\theta$ and $s=\sin\theta$.

Released from the symmetry constraint and started $10^{-3}$ from the saddle, a run with a level shift of $0.3$ hartree (defined below) reaches a state at $-1.776770$ hartree with $\lambda$ between $-0.65123$ and $0.26783$, a minimum on which the undamped map converges locally. The output shows two coincidences. The gap of this state, $0.39357$ hartree, equals $-K$ of the unstable mode at the saddle, and the lowering $0.06941$ hartree equals $-(\Omega+K)/2=0.13882/2$. Both follow from the symmetry of the square. Let $J_{11}=(d_1d_1|d_1d_1)=(d_2d_2|d_2d_2)$, $J_{12}=(d_1d_1|d_2d_2)$ and $X_{12}=(d_1d_2|d_1d_2)$, all fixed by the basis. For the pair $d_1\to d_2$ the diagonal element is $K=3X_{12}-J_{12}$. Consider the state with $\phi_s$ and $p_+$ occupied, where $p_\pm=(d_1\pm d_2)/\sqrt2$. Its density is invariant under the reflections in the lines $x=\pm y$, under which $\phi_s,p_+,p_-,\phi_t$ all have different parities, so its Fock matrix is diagonal in these orbitals and the state is stationary. The one-electron terms and the field of $\phi_s$ are equal for $p_+$ and $p_-$ by the fourfold rotation, so $\varepsilon_--\varepsilon_+=2J_{+-}-X_{+-}-J_{++}$. From $p_\pm p_\pm=(d_1d_1+d_2d_2\pm2d_1d_2)/2$ and $p_+p_-=(d_1d_1-d_2d_2)/2$, with integrals odd in $d_1$ vanishing,
\begin{equation}
J_{++}=\tfrac12(J_{11}+J_{12})+X_{12},\qquad J_{+-}=\tfrac12(J_{11}+J_{12})-X_{12},\qquad X_{+-}=\tfrac12(J_{11}-J_{12}).
\end{equation}
The coefficient of $J_{11}$ in the gap is $1-\tfrac12-\tfrac12=0$, that of $J_{12}$ is $1+\tfrac12-\tfrac12=1$ and that of $X_{12}$ is $-2-1=-3$. The gap is $J_{12}-3X_{12}=-K$ exactly. The numerical agreement identifies the unstable mode as the rotation $d_1\to d_2$ and the final state as the one with $p_+$ or $p_-$ occupied.

For the lowering, take $\varphi=\cos\theta\,d_1+\sin\theta\,d_2$ together with $\phi_s'$. The self-repulsion of $\varphi$ is $J_{11}(c^4+s^4)+2c^2s^2(J_{12}+2X_{12})=J_{11}-\tfrac12W\sin^22\theta$ with $W=J_{11}-J_{12}-2X_{12}$, using $c^4+s^4=1-2c^2s^2$ and $4c^2s^2=\sin^22\theta$. The repulsion between the two occupied orbitals is $2[2(\phi_s'\phi_s'|\varphi\varphi)-(\phi_s'\varphi|\phi_s'\varphi)]$. Its $\phi_s\phi_s$ and $\phi_t\phi_t$ parts do not depend on $\theta$, because the fourfold rotation exchanges $d_1$ and $d_2$ up to sign and terms odd in $d_1$ vanish. Its $\phi_s\phi_t$ part changes sign between $d_1$ and $d_2$, because the rotation reverses $\phi_t$, and equals $2f\sin2\eta\cos2\theta$ with $f=2(\phi_s\phi_t|d_1d_1)-(\phi_sd_1|\phi_td_1)$. The remaining terms depend on $\eta$ alone and are even in it by the same rotation. For small $\eta$,
\begin{equation}
E(\theta,\eta)=E_f-\tfrac12W\sin^22\theta+4f\eta\cos2\theta+2w\eta^2,
\label{eq:h4}
\end{equation}
with constants $E_f$ and $w$. At $\theta=0$ the optimum is $\eta=-f/w$ and $E_0=E_f-2f^2/w$. At $\theta=\pi/4$, $\eta=0$, the energy is $E_f-W/2$, so the lowering is $W/2-2f^2/w$. The coefficient of $\theta^2$ at the saddle is $-2W-8f\eta=-2W+8f^2/w$, and by \eqref{eq:E2} it equals $2(\Omega+K)$. Hence $-(\Omega+K)/2=W/2-2f^2/w$, equal to the lowering up to the neglected higher powers of $\eta$. Near the minimum, $\theta=\pi/4+\tau$ gives $2W\tau^2-8f\eta\tau+2w\eta^2$, so a quarter of the Hessian in these two modes has diagonal elements $W,w$ and off-diagonal element $-2f$. For small $f$ and $w>W>0$ its lower eigenvalue is $W-4f^2/(w-W)$, slightly below $W-4f^2/w=-(\Omega+K)$. The printed lowest eigenvalue at the minimum, $0.5541$ hartree, is indeed slightly below $0.5553$; with $W=0.14087$, $f=0.02417$ and $w=1.14207$ hartree, evaluated from their definitions, $4[W-4f^2/(w-W)]=0.5541$ and $4[W-4f^2/w]=0.5553$ hartree.

The condition attached to $\lambda>1$ cannot be dropped. Adding two hydrogen atoms on the fourfold axis at $z=30$ and $z=36$ bohr to the saddle state of the square gives an aufbau fixed point with nine pairs and $E_0=-2.352437$ hartree, the sum $-1.707360-0.645077$ of the fragment energies. Its gap of $0.13582$ hartree is smaller than either fragment gap, which assigns it to a pair with one orbital on each fragment. It exceeds the inverse distance between the fragment centres, $1/33$, so \eqref{eq:pair} signals no instability from that pair. The extreme eigenvalues are $-1.54494$ and $+2.41662$, those of the separate fragments, and the Hessian has one negative eigenvalue. Here an eigenvalue above $+1$ sits at a saddle, and a generic start oscillates in the stretched molecule while drifting downhill in the square.

Damping replaces the step by $D\leftarrow(1-\alpha)D+\alpha\Phi(D)$, which is not idempotent, so $\Phi$ must be linearized for a general symmetric $\delta$. Collect the independent elements of $\delta_{oo}$ and $\delta_{vv}$ in a vector $\omega$. They now enter at first order, $\delta F_{ai}=(K\kappa)_{ai}+(B\omega)_{ai}$ with a matrix $B$ read off from \eqref{eq:G}. The output $\Phi(D)$ is still a projector, so it has $\omega'=0$ at first order. The Jacobian of $\Phi$ is block triangular with diagonal blocks $-\Omega^{-1}K$ and $0$, its spectrum is $\{-\lambda_\nu\}$ together with zeros, and the undamped criterion is unchanged for a non-idempotent start. For the damped map,
\begin{equation}
y'=\big[1-\alpha(1+M)\big]\,y-\alpha\,\Omega^{-1/2}B\,\omega,\qquad \omega'=(1-\alpha)\,\omega,
\label{eq:damp}
\end{equation}
with multipliers $1-\alpha(1+\lambda_\nu)$ and $1-\alpha$. The coupling does not affect the conclusion. In the norm $|y|+\beta|\omega|$ one step gives at most $\rho_y|y|+(|1-\alpha|+\alpha\|\Omega^{-1/2}B\|/\beta)\,\beta|\omega|$, where $\rho_y$ is the largest modulus of the first set, and for large $\beta$ the coupling is as small as desired. The contraction proof goes through when all multipliers have modulus below one. In the cone proof $\beta\omega$ joins $y_s$ when $|1-\alpha|\le1$, and the small coupling is absorbed in $\epsilon$. The condition $|1-\alpha|<1$ is $0<\alpha<2$. For $\alpha>0$ the condition $1-\alpha(1+\lambda)<1$ is $\lambda>-1$, and $1-\alpha(1+\lambda)>-1$ is $\alpha(1+\lambda)<2$. Damping therefore converges locally when and, apart from marginal cases, only when
\begin{equation}
\lambda_1>-1\qquad\text{and}\qquad 0<\alpha<\min(2,\alpha^*),\qquad \alpha^*=\frac{2}{1+\lambda_m}.
\label{eq:alpha}
\end{equation}
For H$_2$ at $6$ bohr $\alpha^*=2/3.41662=0.58537$. At $0.95\alpha^*$ the multiplier is $1-1.9=-0.9$ and the run converges; at $1.05\alpha^*$ it is $-1.1$ and the run does not.

Level shifting diagonalizes $F(D)+b\,(1-D)$, which adds $b$ to the space that is virtual in the current iterate. At $D_0$ the eigenvectors are those of $F_0$ and the differences become $\Omega_{ai}+b$, assumed positive. The perturbation is $\delta F-b\,\delta$, whose $ai$ element is $(K\kappa)_{ai}-b\kappa_{ai}$, and the commutator argument gives
\begin{equation}
\kappa'=(\Omega+b)^{-1}(b-K)\,\kappa=\kappa-(\Omega+b)^{-1}(\Omega+K)\,\kappa ,
\label{eq:shift}
\end{equation}
the second form because $b-K=(\Omega+b)-(\Omega+K)$. Compared with \eqref{eq:grad}, the assumed curvature has been raised from $4\Omega$ to $4(\Omega+b)$. The multipliers $\mu$ are the eigenvalues of the symmetric matrix $T=(\Omega+b)^{-1/2}(b-K)(\Omega+b)^{-1/2}$, so both proofs apply with $y=(\Omega+b)^{1/2}\kappa$. Multiplying $1-T$ and $1+T$ on both sides by $(\Omega+b)^{1/2}$ gives $\Omega+K$ and $\Omega-K+2b$. By the law of inertia all $\mu<1$ exactly when $\Omega+K$ is positive definite, and all $\mu>-1$ exactly when
\begin{equation}
b>b^*=\tfrac12\,\max\operatorname{eig}\,(K-\Omega).
\label{eq:bstar}
\end{equation}
Since $K-\Omega=\Omega^{1/2}(M-1)\Omega^{1/2}$, the threshold $b^*$ is positive exactly when $\lambda_m>1$. Any nondegenerate minimum is made attractive by a large enough shift, at a price: for $b$ large compared with all $\Omega_{ai}$ the multipliers approach $1-h_\nu/b$, with $h_\nu$ the eigenvalues of $\Omega+K$, and convergence slows in proportion to $1/b$. Only $\Omega_{ai}+b>0$ was used, so a stationary point that violates the aufbau ordering becomes a fixed point of the shifted map once $b$ exceeds the violation, and the same two conditions apply to it.

For H$_2$ at $6$ bohr, $b^*=(0.44142-0.18266)/2=0.12938$ hartree. At $b=1.1b^*=0.14232$ the multiplier $(b-K)/(\Omega+b)$ is $-0.29910/0.32498=-0.920$, and at $b=0.9b^*=0.11644$ it is $-0.32498/0.29910=-1.087$; the first run converges and the second does not. With one mode the choice $b=K$ makes the multiplier vanish, because the assumed curvature then equals the true one. With coupled modes $b^*$ is not fixed by $\lambda_m$ and the gap. Taking for $y$ the unit eigenvector of $M$ with $\lambda_m>1$, the Rayleigh quotient of $K-\Omega$ at $\kappa=\Omega^{-1/2}y$ is $(\lambda_m-1)/|\kappa|^2$, and $|\kappa|^2\le1/\Omega_{\min}$, so $b^*\ge\tfrac12\Omega_{\min}(\lambda_m-1)$ is a lower bound. For H$_2$ at $8$ bohr in 6-31G, with three pairs, $\Omega_{\min}=0.12909$ hartree, $\lambda_1=-0.17056$ and $\lambda_3=2.53938$. The point is a minimum at which the undamped iteration oscillates. The bound is $\tfrac12\times0.12909\times1.53938=0.0994$ hartree, the threshold from \eqref{eq:bstar} is $0.10322$ hartree, and $\alpha^*=2/3.53938=0.56507$. Real runs bracket both thresholds as in the minimal basis.

Neither remedy makes a saddle attractive. In \eqref{eq:damp} a mode with $\lambda<-1$ has multiplier $1+\alpha|1+\lambda|>1$ for every $\alpha>0$, and in \eqref{eq:shift} the number of multipliers above $+1$ equals the number of negative eigenvalues of $\Omega+K$ whatever the value of $b$. For the unstable mode of the square the shifted multiplier is $1+0.13882/(0.25475+b)$, which is $1.305$, $1.111$ and $1.026$ for $b=0.2$, $1$ and $5$ hartree, and the damped one is $1+0.54494\,\alpha$, which is $1.272$ and $1.027$ for $\alpha=0.5$ and $0.05$. In all five cases a start $10^{-6}$ from the saddle ends more than $10^{-4}$ from it. A large shift or strong damping brings the multiplier close to one, so that a run can linger near a saddle with small changes per step, and a small change per step in such a run is not evidence of a minimum; the sign of $1+\lambda_1$ is.

The numerical check checks $K$, the plain, shifted and full-density Jacobians of the step, the Hessian $4(\Omega+K)$ and the count \eqref{eq:inertia} against finite differences of the nonlinear Fock build, eigensolver and energy for each of the seven states quoted, and it supplies the energies, integrals and eigenvalues from which the other numbers here are worked out, apart from $W$, $f$, $w$ and the basis-set comparisons given for $R_c$ and for water, which it does not print.

\section*{Calculated quantities}
\begin{verbatim}
input H2O: r(OH) = 1.81 bohr, angle = 104.5 deg
H2O/6-31G: E0 = -75.983982 Eh, gap = 0.70499 Eh, ov pairs = 40
  lam_min = -0.51805, lam_max = 0.59081 (dimensionless)
  FD Hessian: lowest eig = 1.4396 Eh, negative eigs = 0
  rho = 0.59081, measured rate = 0.59081, signed ratio = -0.59082
  steps per decade = 4.38
H2/STO-3G R = 1.4 bohr: E0 = -1.116714 Eh, gap = 1.24847 Eh, ov pairs = 1
  lam_min = -0.09595, lam_max = -0.09595 (dimensionless)
  FD Hessian: lowest eig = 4.5147 Eh, negative eigs = 0
  dh = 0.77719, Jgg = 0.67459, Jgu = 0.66356, Kgu = 0.18126 Eh
  Omega = 1.24847, K = -0.11979, Omega+K = 1.12868 Eh
H2/STO-3G R = 6.0 bohr: E0 = -0.645077 Eh, gap = 0.18266 Eh, ov pairs = 1
  lam_min = 2.41662, lam_max = 2.41662 (dimensionless)
  FD Hessian: lowest eig = 2.4963 Eh, negative eigs = 0
  dh = 0.01287, Jgg = 0.46746, Jgu = 0.47064, Kgu = 0.30402 Eh
  Omega = 0.18266, K = 0.44142, Omega+K = 0.62408 Eh
  kappa_n (rad): 1.000e-04 -2.417e-04 5.840e-04 -1.411e-03 3.411e-03
  measured first ratio = -2.41662, predicted -lam = -2.41662
  two-cycle: electrons on atom 1 = 0.0017 / 1.9983
  two-cycle: E - E0 = 0.31811 Eh
  b* = 0.12938 Eh, alpha* = 0.58537 (both bracketed by real runs)
critical R (lam = 1) = 4.2690 bohr = 2.2591 angstrom
  lam(0.97 Rc) = 0.9121, lam(1.03 Rc) = 1.0911
H2/6-31G R = 8.0 bohr: E0 = -0.764298 Eh, gap = 0.12909 Eh, ov pairs = 3
  lam_min = -0.17056, lam_max = 2.53938 (dimensionless)
  FD Hessian: lowest eig = 1.6621 Eh, negative eigs = 0
  b* = 0.10322 Eh, alpha* = 0.56507 (both bracketed by real runs)
H4/STO-3G square side 2.0 bohr, saddle: E0 = -1.707360 Eh, gap = 0.25475 Eh, ov pairs = 4
  lam_min = -1.54494, lam_max = -0.06512 (dimensionless)
  FD Hessian: lowest eig = -0.5553 Eh, negative eigs = 1
  all lam: -1.54494 -0.19241 -0.10399 -0.06512
  unstable mode: Omega = 0.25475 Eh, K = -0.39357 Eh
  kappa_n (rad): 1.000e-04 1.545e-04 2.387e-04 3.688e-04 5.697e-04
  measured first ratio = 1.54494, predicted -lam = 1.54494
  E - E0 at 0.02 rad: direct -1.1100e-04 Eh, quadratic -1.1106e-04 Eh
  escapes for b = 0.2, 1, 5 Eh and alpha = 0.5, 0.05
H4/STO-3G state reached after escape: E0 = -1.776770 Eh, gap = 0.39357 Eh, ov pairs = 4
  lam_min = -0.65123, lam_max = 0.26783 (dimensionless)
  FD Hessian: lowest eig = 0.5541 Eh, negative eigs = 0
  lowering E(saddle) - E(min) = 0.06941 Eh
H4 saddle + H2 at z = 30, 36 bohr: E0 = -2.352437 Eh, gap = 0.13582 Eh, ov pairs = 9
  lam_min = -1.54494, lam_max = 2.41662 (dimensionless)
  FD Hessian: lowest eig = -0.5553 Eh, negative eigs = 1
\end{verbatim}
